# Why replacing solid by air cannot raise the static effective permittivity: a numerical check

```python
"""
Result under test: replacing solid by air in a linear static composite never
raises n.K.n for any direction n, where K is the effective relative permittivity
tensor defined by <D> = eps0 K <E>.
Exact drop: K_old - K_new = <E_new . (eps_old - eps_new) . E_old>.
eps: local relative permittivity tensor; E: local field for unit mean field.
Bilinear finite elements give an upper bound on K. The dual medium, obtained by
rotating fields through 90 degrees, gives a lower bound on K in two dimensions.
"""
import numpy as np
from scipy import constants
from scipy.ndimage import binary_erosion
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

rng = np.random.default_rng(7)
ROT = np.array([[0.0, -1.0], [1.0, 0.0]])
gauss = [0.5 - 0.5 / np.sqrt(3), 0.5 + 0.5 / np.sqrt(3)]
GRAD = np.array([[[-(1 - t), 1 - t, -t, t], [-(1 - s), -s, 1 - s, s]]
                 for s in gauss for t in gauss])


def solve(eps):
    """Return K from the mean displacement, local fields, periodic potential."""
    n = eps.shape[0]
    cells = n * n
    i, j = np.indices((n, n))
    corners = [(0, 0), (1, 0), (0, 1), (1, 1)]
    conn = np.stack([(((i + a) % n) * n + (j + b) % n).ravel()
                     for a, b in corners], axis=1)
    e = eps.reshape(cells, 2, 2)
    stiff = np.einsum('gan,pab,gbm->pnm', GRAD, e, GRAD, optimize=True) / 4
    load = np.einsum('gan,pab->pnb', GRAD, e) / 4
    rows = np.repeat(conn, 4, axis=1).ravel()
    cols = np.tile(conn, (1, 4)).ravel()
    matrix = coo_matrix((stiff.ravel(), (rows, cols)),
                        shape=(cells, cells)).tocsr()
    rhs = np.zeros((cells, 2))
    np.add.at(rhs, conn, load)
    phi = np.zeros((cells, 2))
    phi[1:] = splu(matrix[1:, 1:].tocsc()).solve(rhs[1:])
    field = np.eye(2) - np.einsum('gan,pnb->pgab', GRAD, phi[conn])
    k_eff = np.einsum('pac,pgcb->ab', e, field) / (4 * cells)
    return k_eff, field, phi


def lower_bound(eps):
    """Lower bound on K from the dual medium."""
    dual = ROT @ np.linalg.inv(eps) @ ROT.T
    return ROT.T @ np.linalg.inv(solve(dual)[0]) @ ROT


def average(left, weight, right):
    """Cell average of left . weight . right for all pairs of loadings."""
    w = weight.reshape(-1, 2, 2)
    return np.einsum('pgai,pab,pgbj->ij', left, w, right,
                     optimize=True) / (4 * len(w))


def isotropic(k):
    return k[..., None, None] * np.eye(2)


# Solver against the elementary series and parallel rules for layers.
layers = np.ones((8, 8))
layers[:4] = 4.0
k_layers = solve(isotropic(layers))[0]
assert abs(k_layers[0, 0] - 1 / (0.5 / 4 + 0.5)) < 1e-10
assert abs(k_layers[1, 1] - 2.5) < 1e-10

# Matter free to polarise lowers its ground-state energy: negative curvature.
for _ in range(20):
    h0, dip = rng.normal(size=(2, 6, 6))
    h0, dip = h0 + h0.T, dip + dip.T
    ground = [np.linalg.eigvalsh(h0 - f * dip)[0] for f in (-1e-3, 0, 1e-3)]
    assert ground[0] - 2 * ground[1] + ground[2] < 0

# Random anisotropic solids, a quarter of the blocks replaced by air.
margins = []
for _ in range(12):
    angle = rng.uniform(0, np.pi, (6, 6))
    c, s = np.cos(angle), np.sin(angle)
    turn = np.stack([np.stack([c, -s], -1), np.stack([s, c], -1)], -2)
    principal = rng.uniform(2, 8, (6, 6, 2))
    solid = (turn * principal[..., None, :]) @ np.swapaxes(turn, -1, -2)
    drilled = solid.copy().reshape(36, 2, 2)
    drilled[rng.choice(36, 9, replace=False)] = np.eye(2)
    drilled = drilled.reshape(6, 6, 2, 2)
    fine_old = solid.repeat(8, axis=0).repeat(8, axis=1)
    fine_new = drilled.repeat(8, axis=0).repeat(8, axis=1)
    ka, ea, _p = solve(fine_old)
    kb, eb, _p = solve(fine_new)
    assert np.allclose(ka - kb, average(eb, fine_old - fine_new, ea), atol=1e-8)
    margins.append(np.linalg.eigvalsh(lower_bound(fine_old) - kb)[0])
assert min(margins) > 0

# Worked example: cross-section of an interlayer film, uniform along z.
cell_nm, n = 20.0, 80
h_nm = cell_nm / n
k_matrix, k_inclusion, k_air = 4.0, 7.0, 1.0
x, y = (np.indices((n, n)) + 0.5) * h_nm


def square(start, side):
    return ((x > start) & (x < start + side) & (y > start) & (y < start + side))


inclusion = square(2, 8)
pore = square(8, 4) | square(10, 4) | square(12, 4)


def film(matrix=k_matrix, air=None):
    k = np.where(inclusion, k_inclusion, matrix)
    return k if air is None else np.where(pore, air, k)


k_old, k_new = film(), film(air=k_air)
eps_old, eps_new = isotropic(k_old), isotropic(k_new)
K_old, E_old, _p = solve(eps_old)
K_new, E_new, phi_new = solve(eps_new)
L_old, L_new = lower_bound(eps_old), lower_bound(eps_new)
change = eps_old - eps_new
drop = K_old - K_new
drop_frozen = average(E_old, change, E_old)
drop_relax = average(E_new - E_old, eps_new, E_new - E_old)
drop_upper = average(E_new, change, E_new)
drop_exact = average(E_new, change, E_old)
assert np.linalg.eigvalsh(L_old - K_new)[0] > 0
assert np.allclose(drop, drop_exact, atol=1e-8)
assert np.allclose(drop, drop_frozen + drop_relax, atol=1e-8)
assert drop_frozen[0, 0] < drop[0, 0] < drop_upper[0, 0]
assert (K_old - L_old)[0, 0] >= 0 and (K_new - L_new)[0, 0] >= 0

along = np.array([1.0, 1.0]) / np.sqrt(2)
across = np.array([1.0, -1.0]) / np.sqrt(2)
assert abs(K_old[0, 1]) < 1e-8
assert along @ L_new @ along > across @ K_new @ across  # so K_xy has risen

# Local energy density for a field applied along x.
dens_old = k_old.ravel() * (E_old[..., 0] ** 2).sum(-1).mean(-1)
dens_new = k_new.ravel() * (E_new[..., 0] ** 2).sum(-1).mean(-1)
hole = pore.ravel()
rise_share = np.mean(dens_new[~hole] > dens_old[~hole])
assert 0 < rise_share < 1

# A stack with a negative layer: continuity of D and a unit mean field.


def stack(k1, k2):
    fields = np.linalg.solve([[k1, -k2], [0.5, 0.5]], [0.0, 1.0])
    return k1 * fields[0]


neg_old, neg_new = stack(4.0, -2.0), stack(1.0, -2.0)
assert neg_new > neg_old

# Sizes of neglected effects, with rough typical material values.
field_mv = 0.5
breakdown_mv, ionisation_ev = 5.0, 12.0
k_water, modulus_gpa, resistivity_ohm_cm = 80.0, 10.0, 1e15
local = np.sqrt((E_new[..., 0] ** 2).sum(-1).mean(-1)) * field_mv
high_solid = np.quantile(local[~hole], 0.99)
rms_pore = np.sqrt(np.mean(local[hole] ** 2))
nodes = pore | np.roll(pore, 1, 0)
nodes = nodes | np.roll(nodes, 1, 1)
potential = phi_new[:, 0].reshape(n, n) - np.indices((n, n))[0]
pore_volt = np.ptp(potential[nodes]) * h_nm * 1e-9 * field_mv * 1e8
wet = np.where(pore & ~binary_erosion(pore), k_water, k_new)
K_wet = solve(isotropic(wet))[0]
assert K_wet[0, 0] > K_new[0, 0]
k_cancel = brentq(lambda k: solve(isotropic(film(k, k_air)))[0][0, 0]
                  - K_old[0, 0], k_matrix, 8.0, xtol=1e-4)
air_shift = solve(isotropic(film(air=1.0006)))[0][0, 0] - K_new[0, 0]
eps0 = constants.epsilon_0
strain = 0.5 * eps0 * k_matrix * (high_solid * 1e8) ** 2 / (modulus_gpa * 1e9)
leak_time = eps0 * k_matrix * resistivity_ohm_cm * 1e-2
film_nm = 100.0
cap = eps0 / (film_nm * 1e-9) * 1e3  # fF/um2 per unit permittivity

print(f"random composites tested: {len(margins)}")
print(f"smallest certified drop, any in-plane direction: {min(margins):.3f}")
print(f"cell side: {cell_nm:.0f} nm, mesh {h_nm:.2f} nm")
print(f"k matrix, inclusion, air: {k_matrix}, {k_inclusion}, {k_air}")
print("inclusion: x and y from 2 to 10 nm")
print("pore: union of 4 nm squares, lower corners (8,8),(10,10),(12,12) nm")
print(f"inclusion area before cutting: {inclusion.mean()*100:.1f} %")
print(f"pore area: {pore.mean()*100:.1f} %")
print(f"pore area taken from inclusion: {(pore&inclusion).mean()*100:.1f} %")
print(f"k_xx before, lower and upper: {L_old[0,0]:.4f}, {K_old[0,0]:.4f}")
print(f"k_xx after, lower and upper: {L_new[0,0]:.4f}, {K_new[0,0]:.4f}")
print(f"k_xx drop: {drop[0,0]:.4f} = {100*drop[0,0]/K_old[0,0]:.1f} %")
print(f"k_xx with old field frozen: {K_old[0,0]-drop_frozen[0,0]:.4f}")
print(f"drop from inserting air, field frozen: {drop_frozen[0,0]:.4f}")
print(f"further drop from rearrangement: {drop_relax[0,0]:.4f}")
print(f"drop from the mixed-field integral: {drop_exact[0,0]:.4f}")
print(f"upper bound on drop from new field: {drop_upper[0,0]:.4f}")
print(f"k along pore (1,1) before, after: {along@K_old@along:.4f}, "
      f"{along@K_new@along:.4f}")
print(f"k across pore (1,-1) before, after: {across@K_old@across:.4f}, "
      f"{across@K_new@across:.4f}")
print(f"k_zz before, after: {k_old.mean():.4f}, {k_new.mean():.4f}")
print(f"off-diagonal k_xy before, after: {abs(K_old[0,1]):.4f}, "
      f"{K_new[0,1]:.4f}")
print(f"remaining solid with raised energy density: {100*rise_share:.1f} %")
print(f"k_xx share of remaining solid before, after: "
      f"{dens_old[~hole].sum()/n**2:.4f}, {dens_new[~hole].sum()/n**2:.4f}")
print(f"k_xx share of replaced region before, after: "
      f"{dens_old[hole].sum()/n**2:.4f}, {dens_new[hole].sum()/n**2:.4f}")
print(f"capacitance, {film_nm:.0f} nm film, before, after: "
      f"{cap*K_old[0,0]:.4f}, {cap*K_new[0,0]:.4f} fF/um2")
print(f"equal layers k=4 and k=-2: effective k {neg_old:.2f}")
print(f"same stack, k=4 replaced by air: effective k {neg_new:.2f}")
print(f"applied field along x: {field_mv} MV/cm")
print(f"field exceeded in 1 % of solid: {high_solid:.2f} MV/cm")
print(f"rough breakdown strength: {breakdown_mv:.0f} MV/cm")
print(f"rms field in pore: {rms_pore:.2f} MV/cm")
print(f"largest voltage across pore: {pore_volt:.2f} V")
print(f"rough ionisation energy of air molecules: {ionisation_ev:.0f} eV")
print(f"k_xx with {h_nm:.2f} nm water film (rough k={k_water:.0f}): "
      f"{K_wet[0,0]:.1f}")
print(f"matrix k that would cancel the drop: {k_cancel:.2f}")
print(f"k_xx shift if air has k=1.0006: {air_shift:.1e}")
print(f"electrostatic strain (rough modulus {modulus_gpa:.0f} GPa): "
      f"{strain:.1e}")
print(f"leakage time (rough {resistivity_ohm_cm:.0e} ohm cm): "
      f"{leak_time:.0f} s")
print("OK")
```

Printed output:

```
random composites tested: 12
smallest certified drop, any in-plane direction: 1.119
cell side: 20 nm, mesh 0.25 nm
k matrix, inclusion, air: 4.0, 7.0, 1.0
inclusion: x and y from 2 to 10 nm
pore: union of 4 nm squares, lower corners (8,8),(10,10),(12,12) nm
inclusion area before cutting: 16.0 %
pore area: 10.0 %
pore area taken from inclusion: 1.0 %
k_xx before, lower and upper: 4.3670, 4.3672
k_xx after, lower and upper: 3.8341, 3.8360
k_xx drop: 0.5311 = 12.2 %
k_xx with old field frozen: 4.0314
drop from inserting air, field frozen: 0.3357
further drop from rearrangement: 0.1954
drop from the mixed-field integral: 0.5311
upper bound on drop from new field: 0.9108
k along pore (1,1) before, after: 4.3672, 3.8631
k across pore (1,-1) before, after: 4.3672, 3.8090
k_zz before, after: 4.4800, 4.1500
off-diagonal k_xy before, after: 0.0000, 0.0270
remaining solid with raised energy density: 28.7 %
k_xx share of remaining solid before, after: 3.9255, 3.5544
k_xx share of replaced region before, after: 0.4416, 0.2816
capacitance, 100 nm film, before, after: 0.3867, 0.3396 fF/um2
equal layers k=4 and k=-2: effective k -8.00
same stack, k=4 replaced by air: effective k 4.00
applied field along x: 0.5 MV/cm
field exceeded in 1 % of solid: 0.73 MV/cm
rough breakdown strength: 5 MV/cm
rms field in pore: 0.84 MV/cm
largest voltage across pore: 0.59 V
rough ionisation energy of air molecules: 12 eV
k_xx with 0.25 nm water film (rough k=80): 4.6
matrix k that would cancel the drop: 4.73
k_xx shift if air has k=1.0006: 1.7e-04
electrostatic strain (rough modulus 10 GPa): 9.4e-06
leakage time (rough 1e+15 ohm cm): 354 s
OK
```
